\section*{Width independence of the Freysoldt correction for charged supercells}

Consider a localized defect of charge $q$ in a periodic cubic cell of edge $L$, face area $A=L^2$ and volume $V=L^3$. The host is treated as a homogeneous, isotropic dielectric with constant $\varepsilon$. Atomic units are used in the algebra. The letter $\phi$ always denotes an electrostatic potential, positive near a positive charge; the potential energy of an electron is $-\phi$. The Freysoldt correction uses a model charge, taken here as $q\,g_\sigma(\mathbf r)$ with the normalized Gaussian
\begin{equation}
g_\sigma(\mathbf r)=\frac{1}{(2\pi\sigma^2)^{3/2}}\,e^{-r^2/2\sigma^2},
\label{gauss}
\end{equation}
so that $\sigma$ is the standard deviation along one axis and the mean square radius is $3\sigma^2$. The correction added to the formation energy is
\begin{equation}
E_{\rm corr}=E_{\rm lat}-q\,\Delta\phi,\qquad
E_{\rm lat}=E_{\rm iso}-E_{\rm per},\qquad
\Delta\phi=\bigl(\phi_{\rm ref}-\phi_{\rm model}\bigr)_{\rm far}.
\label{def}
\end{equation}
Here $E_{\rm iso}$ and $E_{\rm per}$ are the electrostatic energies of the model charge when isolated and when repeated periodically with a neutralizing uniform background. The potential $\phi_{\rm ref}$ is that of the defect cell minus that of the bulk cell, as the supercell calculation delivers it, and $\phi_{\rm model}$ is the periodic potential of the model charge, with zero average over the cell. The subscript "far" means a place far from the defect and all its images, where the difference should have reached a plateau.

The sign of the alignment term follows from a simple requirement. If the potential in the charged cell is displaced by a constant $c$, the energy of the charge $q$ in it changes by $qc$, and the correction must remove this amount. Since $\Delta\phi$ then contains $c$, this suggests the term $-q\,\Delta\phi$. The argument is heuristic, as it treats $c$ as an external potential; the sign and the unit factor are established for the model by (\ref{cancel}), (\ref{true}) and (\ref{plateau}) below.

The width $\sigma$ is a free choice, so a meaningful correction must not depend on it. Each part of (\ref{def}) does depend on it, through a term $2\pi q^2\sigma^2/(\varepsilon V)$. These two terms cancel identically. The dependence on $\sigma$ that remains in $E_{\rm corr}$ at finite $L$ is not zero, but it consists of overlaps of Gaussian tails, which at fixed $\sigma$ vanish faster than any power of $1/L$. Both statements are derived below.

The Fourier transform of $g_\sigma$ is $e^{-\sigma^2G^2/2}$. Poisson's equation in the dielectric, $\nabla^2\phi=-4\pi\rho/\varepsilon$, gives each component of the potential as $4\pi/(\varepsilon G^2)$ times that of the charge. The background cancels the component $\mathbf G=0$ of the charge, and the zero-average convention sets that component of the potential to zero. Hence
\begin{equation}
\phi_{\rm model}(\mathbf r)=\frac{4\pi q}{\varepsilon V}\sum_{\mathbf G\neq0}
\frac{e^{-\sigma^2G^2/2}}{G^2}\,e^{i\mathbf G\cdot\mathbf r}.
\label{phimodel}
\end{equation}
The periodic energy is half the integral of charge times potential over one cell. The background contributes nothing to this integral, because the potential averages to zero. The charge supplies a second factor $e^{-\sigma^2G^2/2}$, so
\begin{equation}
E_{\rm per}=\frac{2\pi q^2}{\varepsilon V}\sum_{\mathbf G\neq0}\frac{e^{-\sigma^2G^2}}{G^2}.
\label{eper}
\end{equation}
For the isolated charge the sum $V^{-1}\sum_{\mathbf G}$ becomes the integral $\int d^3k/(2\pi)^3$, and the volume element $4\pi k^2dk$ removes the singularity at $k=0$:
\begin{equation}
E_{\rm iso}=\frac12\int\!\frac{d^3k}{(2\pi)^3}\,\frac{4\pi q^2}{\varepsilon k^2}e^{-\sigma^2k^2}
=\frac{q^2}{\pi\varepsilon}\int_0^\infty\! e^{-\sigma^2k^2}dk=\frac{q^2}{2\sqrt\pi\,\varepsilon\sigma}.
\label{eiso}
\end{equation}

The dependence on $\sigma$ is easiest to see in the derivative with respect to $\sigma^2$, because it removes the factor $1/G^2$. From (\ref{eper}),
\begin{equation}
\frac{dE_{\rm per}}{d\sigma^2}=-\frac{2\pi q^2}{\varepsilon V}\sum_{\mathbf G\neq0}e^{-\sigma^2G^2}.
\label{dper0}
\end{equation}
The factor $e^{-\sigma^2G^2}$ is the Fourier transform of the wider Gaussian $g_{\sqrt2\sigma}$. Poisson summation states that $\sum_{\mathbf G}\tilde f(\mathbf G)e^{i\mathbf G\cdot\mathbf r}=V\sum_{\mathbf R}f(\mathbf r-\mathbf R)$, where $\mathbf R$ runs over the lattice vectors of the supercell. At $\mathbf r=0$, and after subtraction of the missing term $\mathbf G=0$, which equals 1, it gives
\begin{equation}
\frac{dE_{\rm per}}{d\sigma^2}=-\frac{2\pi q^2}{\varepsilon}\Bigl[\sum_{\mathbf R}g_{\sqrt2\sigma}(\mathbf R)-\frac1V\Bigr].
\label{dper}
\end{equation}
The term $\mathbf R=0$ belongs to the isolated charge. Indeed $g_{\sqrt2\sigma}(0)=(4\pi\sigma^2)^{-3/2}=1/(8\pi^{3/2}\sigma^3)$, and (\ref{eiso}) gives
\begin{equation}
\frac{dE_{\rm iso}}{d\sigma^2}=-\frac{q^2}{4\sqrt\pi\,\varepsilon\sigma^3}
=-\frac{2\pi q^2}{\varepsilon}\,g_{\sqrt2\sigma}(0).
\label{diso}
\end{equation}
Subtracting (\ref{dper}) from (\ref{diso}) leaves
\begin{equation}
\frac{dE_{\rm lat}}{d\sigma^2}=\frac{2\pi q^2}{\varepsilon}\Bigl[\sum_{\mathbf R\neq0}g_{\sqrt2\sigma}(\mathbf R)-\frac1V\Bigr].
\label{dlat}
\end{equation}
The self-energy, which diverges for a point charge, has dropped out. The term $-1/V$ is the trace of the omitted component $\mathbf G=0$, that is, of the background.

To integrate (\ref{dlat}), note that for $R>0$
\begin{equation}
\frac{d}{d\sigma^2}\,\frac{{\rm erfc}(R/2\sigma)}{R}
=\frac1R\,\frac{2}{\sqrt\pi}\,e^{-R^2/4\sigma^2}\,\frac{R}{4\sigma^3}
=\frac{e^{-R^2/4\sigma^2}}{2\sqrt\pi\,\sigma^3}=4\pi g_{\sqrt2\sigma}(\mathbf R),
\label{derfc}
\end{equation}
where $d(R/2\sigma)/d\sigma^2=-R/(4\sigma^3)$ was used. The right side of (\ref{dlat}) stays bounded as $\sigma\to0$, so $E_{\rm lat}$ has a finite limit there. By dimensions this limit is proportional to $q^2/(\varepsilon L)$, and we define the Madelung constant $\alpha$ by writing it as $\alpha q^2/(2\varepsilon L)$. Then
\begin{equation}
E_{\rm lat}=\frac{\alpha q^2}{2\varepsilon L}-\frac{2\pi q^2\sigma^2}{\varepsilon V}
+\frac{q^2}{2\varepsilon}\sum_{\mathbf R\neq0}\frac{{\rm erfc}(R/2\sigma)}{R}.
\label{elat}
\end{equation}
The last term is the overlap between the model charge and its images. As ${\rm erfc}(x)\le e^{-x^2}$ for $x\ge0$, its leading terms are at most of order $e^{-L^2/4\sigma^2}$, up to a prefactor.

The same operations applied to (\ref{phimodel}) give the response of the potential. The transform is now $e^{-\sigma^2G^2/2}$, so the original width appears:
\begin{equation}
\frac{d\phi_{\rm model}(\mathbf r)}{d\sigma^2}
=-\frac{2\pi q}{\varepsilon V}\sum_{\mathbf G\neq0}e^{-\sigma^2G^2/2}e^{i\mathbf G\cdot\mathbf r}
=-\frac{2\pi q}{\varepsilon}\Bigl[\sum_{\mathbf R}g_\sigma(\mathbf r-\mathbf R)-\frac1V\Bigr].
\label{dphi}
\end{equation}
Far from the charge and its images the Gaussians are negligible, and the potential rises uniformly by $2\pi q\sigma^2/(\varepsilon V)$ relative to that of a point charge. The rise is a consequence of the zero-average convention. Outside an isolated Gaussian charge the potential is that of a point charge, but inside it is lower (for $q>0$) by $q\,{\rm erfc}(r/\sqrt2\sigma)/(\varepsilon r)$. The integral of this deficit is
\begin{equation}
\frac{4\pi q}{\varepsilon}\int_0^\infty r\,{\rm erfc}\!\left(\frac{r}{\sqrt2\,\sigma}\right)dr
=\frac{4\pi q}{\varepsilon}\,2\sigma^2\,\frac14=\frac{2\pi q\sigma^2}{\varepsilon},
\label{deficit}
\end{equation}
since $\int_0^\infty x\,{\rm erfc}(x)\,dx=1/4$. To keep the cell average at zero, the whole potential must be raised by this integral divided by $V$.

The reference potential does not contain $\sigma$. The plateau $\Delta\phi$ therefore falls by the amount by which $\phi_{\rm model}$ rises, and $-q\,\Delta\phi$ grows by $2\pi q^2\sigma^2/(\varepsilon V)$. Without dropping any tails, (\ref{def}), (\ref{dlat}) and (\ref{dphi}) give, for sampling at a point $\mathbf r$,
\begin{align}
\frac{dE_{\rm corr}}{d\sigma^2}
&=\frac{dE_{\rm lat}}{d\sigma^2}+q\,\frac{d\phi_{\rm model}(\mathbf r)}{d\sigma^2}\nonumber\\
&=\frac{2\pi q^2}{\varepsilon}\Bigl[\sum_{\mathbf R\neq0}g_{\sqrt2\sigma}(\mathbf R)-\frac1V
-\sum_{\mathbf R}g_\sigma(\mathbf r-\mathbf R)+\frac1V\Bigr]\nonumber\\
&=\frac{2\pi q^2}{\varepsilon}\Bigl[\sum_{\mathbf R\neq0}g_{\sqrt2\sigma}(\mathbf R)
-\sum_{\mathbf R}g_\sigma(\mathbf r-\mathbf R)\Bigr].
\label{cancel}
\end{align}
The two terms $1/V$ cancel identically, whatever $\sigma$, $L$ and $\varepsilon$ are. Their common origin is the omitted component $\mathbf G=0$. The step does not use the cubic shape of the cell. If $\mathbf r$ is far from the charge and its images, the two remaining sums contain only Gaussians evaluated at distances of the order of the cell size.

In the numerical case below the potentials are averaged over planes parallel to a cell face, and the plateau is read at the mid-plane $z=L/2$. The planar average of the Gaussians in (\ref{dphi}) is $A^{-1}\sum_nN_\sigma(z-nL)$, with $N_\sigma(t)=(2\pi\sigma^2)^{-1/2}e^{-t^2/2\sigma^2}$. To integrate this over $\sigma^2$, define for $d>0$
\begin{equation}
W_\sigma(d)=\int_d^\infty(t-d)N_\sigma(t)\,dt
=\sigma^2N_\sigma(d)-\frac d2\,{\rm erfc}\!\left(\frac{d}{\sqrt2\,\sigma}\right).
\label{W}
\end{equation}
The normal density obeys the diffusion equation $dN_\sigma/d\sigma^2=\frac12N_\sigma''$. One integration by parts, whose boundary terms vanish, then gives
\begin{equation}
\frac{dW_\sigma(d)}{d\sigma^2}=\frac12\int_d^\infty(t-d)N_\sigma''(t)\,dt
=-\frac12\int_d^\infty N_\sigma'(t)\,dt=\frac12N_\sigma(d).
\label{dW}
\end{equation}
Since $W_\sigma(d)\to0$ as $\sigma\to0$, the correction differs from its tail-free value by
\begin{equation}
\delta E(\sigma)=\frac{q^2}{2\varepsilon}\sum_{\mathbf R\neq0}\frac{{\rm erfc}(R/2\sigma)}{R}
-\frac{4\pi q^2}{\varepsilon A}\sum_nW_\sigma(|z-nL|).
\label{remainder}
\end{equation}
To estimate the second part, put $t=d+u$ in (\ref{W}). Then $N_\sigma(t)=N_\sigma(d)\,e^{-du/\sigma^2}e^{-u^2/2\sigma^2}$, and replacing the last factor by 1 gives the upper bound $W_\sigma(d)\le\sigma^4N_\sigma(d)/d^2$. Replacing the same factor by $1-u^2/2\sigma^2$, which is smaller, gives the lower bound $W_\sigma(d)\ge(\sigma^4N_\sigma(d)/d^2)(1-3\sigma^2/d^2)$, so the upper bound is approached for $d\gg\sigma$. At the mid-plane the nearest charges are at $d=L/2$, so the sampling remainder is of order $e^{-L^2/8\sigma^2}$, up to a power-law prefactor. This decays more slowly with $L/\sigma$ than the overlap of the images, which is at most of order $e^{-L^2/4\sigma^2}$. The sampling plane is only half as far away as the nearest image, which divides the exponent by four, while the Gaussian sampled there has variance $\sigma^2$ instead of $2\sigma^2$, which multiplies it by two. If $\sigma$ is enlarged in proportion to $L$, neither exponential decreases, and the claim of rapid convergence is lost.

Independence of $\sigma$ does not yet say that the common value is right. That can be settled for a reference charge $q f(r)$ that is spherical, normalized, confined to a radius below $L/2$, and placed in the same dielectric. Let $\phi_{\rm pt}$ be the periodic, zero-average potential of a point charge. Within $r<L$ write $\phi_{\rm pt}=q/(\varepsilon r)+\chi(\mathbf r)$. The point charge is accounted for by the first term, so only the background density $-q/V$ acts as a source of $\chi$, and $\nabla^2\chi=4\pi q/(\varepsilon V)$. As $\nabla^2r^2=6$,
\begin{equation}
\chi(\mathbf r)=-\frac{\alpha q}{\varepsilon L}+\frac{2\pi q\,r^2}{3\varepsilon V}+h(\mathbf r),
\qquad \nabla^2h=0,\quad h(0)=0.
\label{chi}
\end{equation}
The constant follows from the definition of $\alpha$: for a shrinking charge $E_{\rm per}-E_{\rm iso}$ tends to $\frac12q\chi(0)$, which must equal $-\alpha q^2/(2\varepsilon L)$.

For the extended reference charge, the difference between the periodic and the isolated energy comes from $\chi$ alone:
\begin{equation}
E_{\rm per}^{\rm ref}-E_{\rm iso}^{\rm ref}=\frac q2\iint f(r)f(r')\,\chi(\mathbf r-\mathbf r')\,d^3r\,d^3r'.
\label{double}
\end{equation}
A harmonic function averaged over a sphere equals its value at the centre. The integral over $\mathbf r$ therefore replaces $h(\mathbf r-\mathbf r')$ by $h(-\mathbf r')$, and that over $\mathbf r'$ gives $h(0)=0$. The average of $|\mathbf r-\mathbf r'|^2$ is $2\langle r^2\rangle$, because the cross term vanishes by symmetry. With the sign reversed, the true correction is
\begin{equation}
E_{\rm iso}^{\rm ref}-E_{\rm per}^{\rm ref}=\frac{\alpha q^2}{2\varepsilon L}-\frac{2\pi q^2\langle r^2\rangle}{3\varepsilon V}.
\label{true}
\end{equation}

Now consider the plateau. At a point $\mathbf r$ outside the reference charge and its images, $\phi_{\rm ref}(\mathbf r)=\int f(r')\,\phi_{\rm pt}(\mathbf r-\mathbf r')\,d^3r'$. As a function of $\mathbf r'$, the integrand's potential has the constant Laplacian $4\pi q/(\varepsilon V)$ throughout the charge region. It is thus a harmonic function plus $2\pi q\,r'^2/(3\varepsilon V)$, and the mean-value property gives
\begin{equation}
\phi_{\rm ref}(\mathbf r)=\phi_{\rm pt}(\mathbf r)+\frac{2\pi q\langle r^2\rangle}{3\varepsilon V}.
\label{phiref}
\end{equation}
The model potential at the same place is $\phi_{\rm pt}+2\pi q\sigma^2/(\varepsilon V)$, apart from Gaussian tails. The difference is a genuine plateau,
\begin{equation}
\Delta\phi=\frac{2\pi q}{\varepsilon V}\Bigl(\frac{\langle r^2\rangle}{3}-\sigma^2\Bigr).
\label{plateau}
\end{equation}
When (\ref{plateau}) and (\ref{elat}) are inserted in (\ref{def}), $\sigma^2$ disappears and (\ref{true}) results. The alignment term thus replaces the mean square radius of the model by that of the reference charge. It vanishes when the two agree.

For a numerical case take the round parameters $q=2$, $\varepsilon=8$ and $L=10$ Å. The reference charge is proportional to $e^{-r/a}$ with $a=0.3$ Å, for which $\langle r^2\rangle=1.08$ Å$^2$. It stands in for the potential of a real supercell calculation; atomic structure, nonlinear response and position-dependent screening are absent. Its exponential tail is not strictly confined. It raises $E_{\rm corr}$ above the true correction by about $1.5\times10^{-7}$ eV, which is below the last digit of the energies quoted and is the same for every $\sigma$. In units of eV and Å each product of two charges acquires the factor $14.39965$ eV Å, so the coefficient of $\sigma^2$ is
\begin{equation}
\frac{2\pi q^2}{\varepsilon V}\;\to\;\frac{2\pi\times4\times14.39965}{8\times1000}=0.045238\ \text{eV/Å}^2.
\label{coefficient}
\end{equation}
With $\alpha=2.837297$ the point-charge term is $1.021402$ eV. For $\sigma=1.0$ Å the energies $E_{\rm iso}=2.031032$ eV and $E_{\rm per}=1.054868$ eV differ by $0.976164$ eV, in agreement with $1.021402-0.045238$ from (\ref{elat}). The results for several widths are as follows; five decimals are kept to show the cancellation, and sums may differ in the last one by rounding.

\begin{center}
\begin{tabular}{ccccc}
$\sigma$ (Å) & $E_{\rm lat}$ (eV) & $\Delta\phi$ (V) & $-q\Delta\phi$ (eV) & $E_{\rm corr}$ (eV)\\
0.5 & 1.01009 & $0.00249$ & $-0.00498$ & 1.00512\\
0.8 & 0.99245 & $-0.00633$ & $0.01267$ & 1.00512\\
1.0 & 0.97616 & $-0.01448$ & $0.02895$ & 1.00512\\
1.5 & 0.91962 & $-0.04260$ & $0.08520$ & 1.00482\\
2.0 & 0.84133 & $-0.07871$ & $0.15741$ & 0.99874
\end{tabular}
\end{center}

Between $\sigma=0.5$ and $1.0$ Å the lattice energy changes by $-0.045238\times(1.00-0.25)=-0.033928$ eV. The plateau falls by $0.016964$ V, which raises the alignment term by $2\times0.016964=0.033928$ eV. The sum changes by about $-10^{-7}$ eV, the size of the mid-plane remainder in (\ref{remainder}). The plateau changes sign between the first two rows, as (\ref{plateau}) requires: it vanishes at $\sigma^2=1.08/3=0.36$ Å$^2$, or $\sigma=0.6$ Å.

At $\sigma=2.0$ Å the remainder is visible. The images contribute $0.00088$ eV and the mid-plane sampling $-0.00725$ eV, together $-0.00637$ eV, which accounts for the fall of $E_{\rm corr}$ from $1.00512$ to $0.99874$ eV. This is about 0.6 per cent of the correction. A model charge that is too wide for the cell therefore does affect the answer.

The common value for narrow Gaussians is also the right one here. The energies of the reference charge itself are $3.749908$ eV when isolated and $2.744791$ eV when periodic, which gives, with the last digit affected by rounding, a true correction of $1.005116$ eV, or $0.036937$ hartree. Equation (\ref{true}) gives the same value, $1.021402-0.045238\times0.36=1.005116$ eV.

The place of sampling matters. When $\sigma$ goes from $0.8$ to $1.2$ Å, the model potential at the cell corner $(5,5,5)$ Å rises by $0.018095$ V, the uniform value. At $(1.5,0.7,0)$ Å it falls by $0.262958$ V, because there the Gaussian in (\ref{dphi}) outweighs $1/V$. An alignment read so close to the defect would depend strongly on the width.

The converse inference, from independence of $\sigma$ to correctness, fails. The reference potential does not enter (\ref{cancel}) at all; the cancellation occurs at any sampling point free of model charge, whether or not $\phi_{\rm ref}-\phi_{\rm model}$ is flat there. A constant error in $\phi_{\rm ref}$ likewise passes into $E_{\rm corr}$, multiplied by $-q$, by the same amount for every width. With a more diffuse reference charge, $a=1.0$ Å, the correction is $0.86484$ eV at both $\sigma=0.5$ and $0.8$ Å, whereas the true value is $0.84535$ eV. The error of $0.0195$ eV, about 2.3 per cent of the true correction, is invisible to a variation of $\sigma$. In this case the reference charge extends across the mid-plane and overlaps its images, so the assumptions behind (\ref{true}) and (\ref{phiref}) do not hold. Varying $\sigma$ checks the relative sign and factor of the $\sigma$-dependent parts of $E_{\rm lat}$ and $q\,\phi_{\rm model}$, and the compactness of the model charge; it says nothing about $\phi_{\rm ref}$ or the point-charge term. Whether the defect charge is itself localized needs a separate test, for example the flatness of the potential difference or calculations in larger cells. A flat plateau is not sufficient either once the charge is not spherical, because a planar average along $z$ measures $\langle z^2\rangle$ in place of $\langle r^2\rangle/3$. For a compact anisotropic Gaussian of widths $0.5$, $0.5$ and $0.9$ Å in the same cell, the planar difference is flat, yet it gives $0.98476$ eV when read along the long axis and $1.01009$ eV along a short one, whereas the true correction is $1.00122$ eV.

\section*{Values computed for the example and the checks}
\begin{verbatim}
charge q = 2 e, dielectric constant = 8, L = 10.0 angstrom
Coulomb constant e^2/(4 pi eps0) = 14.39965 eV angstrom
reference decay length a = 0.3 angstrom
reference mean square radius = 1.0800 angstrom^2
coefficient 2 pi q^2/(eps V) = 0.045238 eV/angstrom^2
Madelung constant alpha = 2.837297
point-charge term alpha q^2/(2 eps L) = 1.021402 eV
Gaussian sigma=1.0: E_iso = 2.031032 eV
Gaussian sigma=1.0: E_per = 1.054868 eV
reference potential at mid-plane = -0.180348 V
model potential at mid-plane, sigma=0.5: -0.182836 V
model potential at mid-plane, sigma=1.0: -0.165872 V
sigma (angstrom), E_lat (eV), dphi (V), -q*dphi (eV), E_corr (eV)
0.5  1.010092  0.002488  -0.004976  1.005116
0.8  0.992450  -0.006333  0.012667  1.005116
1.0  0.976164  -0.014476  0.028952  1.005116
1.2  0.956259  -0.024425  0.048850  1.005109
1.5  0.919622  -0.042598  0.085195  1.004818
2.0  0.841331  -0.078706  0.157413  0.998744
changes from sigma = 0.5 to 1.0 angstrom:
  E_lat: -0.033928 eV
  predicted E_lat change: -0.033928 eV
  plateau dphi: -0.016964 V, predicted -0.016964 V
  alignment term: 0.033928 eV
  E_corr: -9.7e-08 eV
overlap remainders: sigma (angstrom), images (eV), mid-plane (eV)
1.0  3.32e-12  -9.67e-08
1.5  5.25e-06  -3.04e-04
2.0  8.81e-04  -7.25e-03
model potential change, sigma 0.8 to 1.2 angstrom:
  uniform prediction 0.018095 V
  at cell corner (5,5,5) angstrom: 0.018095 V
  at near point (1.5,0.7,0) angstrom: -0.262958 V
compact reference: E_iso = 3.749908 eV, E_per = 2.744791 eV
compact reference: true correction = 1.005116 eV
closed form from mean square radius = 1.005116 eV
E_corr at sigma=0.5 = 0.036937 hartree
diffuse reference, a = 1.0 angstrom:
  E_corr at sigma=0.5: 0.864838 eV, at 0.8: 0.864838 eV
  true correction = 0.845350 eV
  error of E_corr = 0.019488 eV
\end{verbatim}
